# Crossover from Poole to Poole-Frenkel emission between two Coulomb wells

## A barrier that follows neither law

Two Coulomb wells lie 100 bohr apart in a medium of relative permittivity 10. Each, when isolated, binds an electron by 0.02 hartree. In a field of $2.06\times10^7$ V/m, the activation energy for escape from one towards the other is 0.01524 hartree. The Poole law, linear in the field, gives 0.01500 hartree. The Poole-Frenkel law, with its square root of the field, gives 0.01600 hartree. Yet this field is $e/(\pi\epsilon a^2)$, a simple estimate of where one law hands over to the other.

The two laws are opposite limits of one smooth barrier, and they never cross. The estimate therefore needs a definition of "transition" before its accuracy can be judged.

## The model and its scales

An electron is bound at $x=0$ to a centre that has charge $+e$ when empty. An identical, empty centre lies at $x=a$. The medium has absolute permittivity $\epsilon=\kappa\epsilon_0$, the same for both charges. The applied force on the electron is $eF$ in the $+x$ direction, with $F\ge0$. Outside the cores its potential energy is

$$
V=-\frac{e^2}{4\pi\epsilon}\left(\frac1{r_1}+\frac1{r_2}\right)-eFx ,
$$

where $r_1$ and $r_2$ are the distances to the centres. Define

$$
F_0=\frac{e}{\pi\epsilon a^2},\qquad
E_0=\frac{e^2}{\pi\epsilon a}=eF_0a,\qquad
f=\frac F{F_0},\qquad s=\frac xa .
$$

Since $e^2/(4\pi\epsilon a)=E_0/4$ and $eFa=fE_0$, the energy on the axis between the centres is

$$
V=-E_0\,[g(s)+fs],\qquad
g(s)=\frac14\left(\frac1s+\frac1{1-s}\right).
$$

In atomic units $e^2/(4\pi\epsilon)=1/\kappa$, so $F_0=4/(\kappa a^2)$ and $E_0=4/(\kappa a)$.

The axial maximum is the lowest pass in three dimensions. On a plane of constant $x$, moving off the axis increases both $r_1$ and $r_2$ and hence raises $V$. Every path from the first centre to the second crosses the plane through the axial maximum, so it must reach at least that energy. The path along the axis reaches no more.

## The level from which the barrier is measured

Let $I$ be the ionization energy of an isolated centre, and let the bound state be compact and spherical. By the shell theorem, the average potential of a distant point charge over a spherical density is its value at the centre, apart from the exponentially small part of the density beyond $r=a$. The neighbour thus shifts the level by $-E_0/4$. The applied field has no first-order effect, because the average of $x$ vanishes. The level is $-I-E_0/4$.

The pass lies at $-E_0\Lambda$, where

$$
\Lambda(f)=\min_{0<s<1}[g(s)+fs].
$$

The activation energy is the difference of the two:

$$
W=-E_0\Lambda-\left(-I-\frac{E_0}{4}\right)
=I-E_0\left(\Lambda-\frac14\right).
$$

At zero field $s=1/2$ and $g=1$, so $W=I-3E_0/4$. The neighbour lowers the pass by $E_0$, but it also lowers the starting level by $E_0/4$. Without this second shift, $W$ would keep a false offset of $-E_0/4$ in the Poole-Frenkel limit.

## Exact solution for the pass

Setting the derivative of $g+fs$ to zero gives

$$
\frac1{s^2}-\frac1{(1-s)^2}=4f .
$$

The second derivative, $g''=\frac12[s^{-3}+(1-s)^{-3}]$, is positive, so there is one minimum. Put $u=s/(1-s)$. Then $s=u/(1+u)$ and $1-s=1/(1+u)$, with $0<u\le1$ for $f\ge0$. Substitution gives

$$
4f=\frac{(1+u)^2}{u^2}-(1+u)^2,
\qquad
f=\frac{(1-u^2)(1+u)^2}{4u^2}.
$$

The two parts of $\Lambda$ are

$$
g=\frac14\left[\frac{1+u}{u}+(1+u)\right]=\frac{(1+u)^2}{4u},
$$

$$
fs=\frac{(1-u^2)(1+u)}{4u}=\frac{(1+u)^2(1-u)}{4u}.
$$

Their sum is

$$
\Lambda=\frac{(1+u)^2(2-u)}{4u}.
$$

Letting $u$ run from 1 down to 0 traces the whole barrier, from zero field to infinite field.

## Low field: Poole

Write $s=\frac12+\delta$. Since $g=1/[4s(1-s)]$ and $s(1-s)=\frac14-\delta^2$,

$$
g+fs=\frac1{1-4\delta^2}+\frac f2+f\delta
=1+\frac f2+f\delta+4\delta^2+O(\delta^4).
$$

The minimum is at $\delta=-f/8$ to leading order. There $f\delta+4\delta^2=-f^2/8+f^2/16=-f^2/16$, and so

$$
\Lambda=1+\frac f2-\frac{f^2}{16}+O(f^4).
$$

With $E_0f=eFa$, the leading field dependence is the Poole law:

$$
W_{\rm P}=I-\frac34E_0-\frac{eFa}{2}.
$$

The pass stays near the midpoint, where the field has lowered the energy by $eFa/2$.

## High field: Poole-Frenkel

At high field the pass moves close to the first centre. Expanding the neighbour's term for small $s$ gives

$$
g+fs=\frac1{4s}+fs+\frac14+\frac s4+\frac{s^2}{4}+\dots
$$

The first two terms are smallest at $s_0=1/(2\sqrt f)$, where each equals $\sqrt f/2$. The term $s/4$ contributes $1/(8\sqrt f)$ at that point. The shift of the minimum which it causes enters the energy only in second order, at $O(f^{-3/2})$. Hence

$$
\Lambda-\frac14=\sqrt f+\frac1{8\sqrt f}+O(f^{-1}).
$$

Because $E_0^2f=E_0\,eFa=e^3F/(\pi\epsilon)$, the leading law is

$$
W_{\rm PF}=I-\sqrt{\frac{e^3F}{\pi\epsilon}} .
$$

The separation $a$ has dropped out, as it must for an isolated centre. Increasing $a$ at fixed $F$ leads to the same limit, since $f\propto a^2$.

## What the estimate means

For an isolated well, balancing the Coulomb force against the applied force gives

$$
\frac{e^2}{4\pi\epsilon x^2}=eF,
\qquad x=\sqrt{\frac e{4\pi\epsilon F}} .
$$

This saddle reaches the midpoint $x=a/2$ when $F=e/(\pi\epsilon a^2)=F_0$. Below $F_0$ the isolated-well picture would put the saddle beyond the midpoint, where the neighbour's attraction is the stronger of the two.

The same field appears when the limiting laws are compared. Their lowerings, measured from $I$ and divided by $E_0$, are $\frac34+\frac f2$ and $\sqrt f$. The difference is

$$
\frac34+\frac f2-\sqrt f=\frac14+\frac12(\sqrt f-1)^2 .
$$

It is never less than $1/4$, and it takes that value at $f=1$. So $F_0$ is the field of closest approach, where the two laws have equal slopes. It is not an intersection.

The true lowering lies between them. Using the midpoint as a trial value in the minimization gives $\Lambda-\frac14\le\frac34+\frac f2$. For the other side, $1/[4(1-s)]>1/4$ for every $s$ between 0 and 1, so $\Lambda-\frac14>\inf_{s>0}[1/(4s)+fs]=\sqrt f$. Therefore

$$
W_{\rm P}\le W<W_{\rm PF}.
$$

## A crossover defined by the slope

The slope of the barrier distinguishes the two regimes without any offset. Differentiating $\Lambda$ at its minimum,

$$
\frac{d\Lambda}{df}=s+(g'+f)\frac{ds}{df}=s,
$$

because $g'+f=0$ there. Thus $-dW/dF=eas$. For a forward rate $\nu e^{-W/kT}$ with a field-independent prefactor $\nu$, the slope of the logarithm of the rate against field is $eas/kT$. Under that assumption it measures the position of the pass. The assumption is only approximate here: a harmonic transition-state prefactor falls as the pass narrows, and in the example below it reduces the apparent $s$ at $F_0$ from 0.387 to about 0.27. The quantity $p$ and the field $F_c$ defined next are properties of the barrier, not of a measured rate.

The slope is constant in the Poole limit and varies as $F^{-1/2}$ in the Poole-Frenkel limit. Its logarithmic slope,

$$
p=\frac{d\ln(-dW/dF)}{d\ln F}=\frac fs\frac{ds}{df},
$$

therefore runs from 0 to $-1/2$. Differentiating $g'(s)+f=0$ gives $ds/df=-1/g''$. In terms of $u$,

$$
g''=\frac{(1+u)^3(1+u^3)}{2u^3},
\qquad
sg''=\frac{(1+u)^2(1+u^3)}{2u^2}.
$$

Dividing $f$ by $sg''$ and using $1+u^3=(1+u)(1-u+u^2)$,

$$
p=-\frac{1-u^2}{2(1+u^3)}
=-\frac{1-u}{2(1-u+u^2)}.
$$

The derivative of $(1-u)/(1-u+u^2)$ is $u(u-2)/(1-u+u^2)^2$, which is negative for $0<u<1$. So $p$ passes each intermediate value once.

Define the crossover field $F_c$ by the halfway value $p=-1/4$. Then

$$
2(1-u)=1-u+u^2
\quad\Longrightarrow\quad
u^2+u-1=0 .
$$

The positive root is $u=(\sqrt5-1)/2=1/\varphi$, where $\varphi=(1+\sqrt5)/2$ is the golden ratio. The quadratic also says $1+u=1/u$ and $1-u^2=u$. Hence $s=u/(1+u)=u^2=0.382$, and

$$
f=\frac{u\,u^{-2}}{4u^2}=\frac1{4u^3},
\qquad
F_c=\frac{\varphi^3}{4}\,\frac e{\pi\epsilon a^2}
=1.059\,F_0 .
$$

With this definition the simple estimate is low by about 6%. Another definition would give another numerical factor. The change is also broad: $p=-0.05$ at $0.193F_0$ and $p=-0.45$ at $4.74F_0$, fields that differ by a factor of about 25.

## The worked numbers

The example takes round model parameters: $\kappa=10$, $a=100$ bohr, $I=0.02$ hartree, the free-electron mass and $T=300$ K. They describe no particular material: the fields in the table reach $8\times10^7$ V/m, above the breakdown field of silicon (about $3\times10^7$ V/m), and carriers in semiconductors are usually lighter. The scales are

$$
E_0=\frac4{10\times100}=0.004\ \text{hartree},\qquad
F_0=\frac4{10\times100^2}=4\times10^{-5}\ \text{a.u.}
$$

The halfway criterion gives $F_c=1.059F_0=4.24\times10^{-5}$ a.u., or $2.18\times10^7$ V/m. The activation energies, in hartree, are:

| $F/F_0$ | Full | Poole | Poole-Frenkel |
|---:|---:|---:|---:|
| 0.10 | 0.01680 | 0.01680 | 0.01874 |
| 0.25 | 0.01652 | 0.01650 | 0.01800 |
| 1.00 | 0.01524 | 0.01500 | 0.01600 |
| 4.00 | 0.01168 | 0.00900 | 0.01200 |

At $F_0$ the Poole barrier is too low by 0.00024 hartree and the Poole-Frenkel barrier too high by 0.00076 hartree. With $kT=0.00095$ hartree, the Poole rate is about 1.3 times the full forward rate, and the Poole-Frenkel rate about 0.45 times. These factors assume the same prefactor throughout.

The pass at $F_0$ is at $s=0.387$, not at the midpoint. The neighbour pulls in the same direction as the field, so the first centre's attraction is balanced closer in.

At $4F_0$ the Poole-Frenkel barrier is still 0.00032 hartree too high. The first correction, $E_0/(8\sqrt f)=0.00025$ hartree, accounts for most of this.

## Reverse hops and the outer rim

The barrier controls the forward rate. A net current also contains reverse hops. The level at the second centre is lower by $eFa$, so the reverse barrier is $W+eFa$. For equal populations of forward and reverse starting states, and equal prefactors,

$$
k_{\rm net}=\nu e^{-W/kT}\left(1-e^{-eFa/kT}\right).
$$

At low field, inserting $W_{\rm P}$ gives

$$
k_{\rm net}=2\nu e^{-(I-3E_0/4)/kT}
\sinh\!\left(\frac{eFa}{2kT}\right).
$$

This is linear in $F$ when $eFa\ll kT$. A clear Poole exponential in the net rate needs $eFa\gg kT$ together with $F\ll F_0$, and hence $kT\ll E_0$. In the example $eFa/kT=4.21$ at $F_0$ but only 0.42 at $0.1F_0$, where the net rate is 0.34 of the forward rate. At 300 K this pair has no wide range of exponential Poole conduction, although its barrier obeys the Poole law well at that field.

Crossing the inner pass need not mean leaving the pair. Beyond the second centre there is another pass. It lies above the inner one for $F<0.415F_0$ and below it at higher fields, up to at least $F_0$. An electron with just enough energy for the inner pass is therefore held by the outer rim at the lower fields. In the example at 300 K the rim is only $2.3kT$ above the inner pass at $0.1F_0$ and about $kT$ above it at $0.25F_0$, so some thermal electrons clear both passes instead of hopping between centres. Above $0.415F_0$ the rim no longer forbids it to continue, although it may still lose energy and be captured. Filling the potential landscape numerically to $0.01E_0$ above the inner pass confirmed this change of connectivity at fields 10% below and above $0.415F_0$.

## Where the result fails

**The bound state must be compact.** A model exponential orbital of length 5 bohr gives a neighbour-induced shift of $-0.001000$ hartree, equal to $-E_0/4$ to the digits shown. Polarization is neglected. In a uniform local field $F_{\rm loc}$, its second-order shift has magnitude at most $e^2F_{\rm loc}^2\langle x^2\rangle/\Delta$, where $\Delta$ is the smallest excitation energy. This follows by replacing every denominator in the perturbation sum by $\Delta$. At $F_0$ the neighbour adds $F_0/4$ to the applied field. With $\Delta\ge I/2$ assumed, the bound is $6.3\times10^{-6}$ hartree, less than 1% of $kT$. Wells close enough for their orbitals to overlap need a quantum treatment of the pair.

**Escape must be thermal.** At $F_0$ the thermal exponent $W/kT$ is 16.0, while the semiclassical exponent for tunnelling directly from the bound level is 27.9. Near the top, the barrier is a parabola with $\omega=\sqrt{|V''|/m}$. Tunnelling at an energy $\Delta E$ below the top costs a factor $e^{-2\pi\Delta E/\hbar\omega}$ and gains a Boltzmann factor $e^{\Delta E/kT}$. Near the top the cost wins if $kT>\hbar\omega/2\pi$. This limit is 104 K at $F_0$ and 197 K at $4F_0$. The barrier is not parabolic at depth, so tunnelling from the bound level must be compared separately: its exponent equals $W/kT$ at 173 K at $F_0$ and at 190 K at $4F_0$. All four temperatures are below 300 K, so for the free-electron mass thermal activation dominates at these fields. The parabolic limit passes 300 K at $7.5F_0$. Lighter carriers fail sooner, since $\omega\propto m^{-1/2}$ and the tunnelling exponent is proportional to $m^{1/2}$ at fixed $I$: for $m=0.3$ free masses it is 15.3 at $F_0$, below $W/kT$. Even for the free mass the rate is not purely classical. For the axial motion over a parabolic barrier, tunnelling near the top multiplies the classical rate by $y/\sin y$, with $y=\hbar\omega/2kT<\pi$. At 300 K this factor is about 1.2 at $F_0$ and 2.3 at $4F_0$. The two transverse motions act against it. Since $\nabla^2V=0$ at the pass, each has frequency $\omega/\sqrt2$, and quantizing them gives a factor $(z/\sinh z)^2$ with $z=y/\sqrt2$. In the harmonic approximation the product is 1.01 at $F_0$ and 1.20 at $4F_0$. The transverse zero-point energy, $\hbar\omega/\sqrt2=0.0015$ hartree at $F_0$, exceeds the error of either limiting law there, so $W$ is a classical pass energy and not the energy of a quantum level.

**The environment must be a pair.** Further charged centres, a spread of separations or levels, and fields oblique to the pair all change $V$. The factor $\varphi^3/4$ belongs to two equal point charges with the field along their axis. The barrier must also remain positive: in the example even the Poole-Frenkel expression vanishes at $F=(I/E_0)^2F_0=25F_0$, and the full barrier vanishes at a slightly lower field.

## Table of computed values

```
relative permittivity kappa = 10.0
well separation a = 100.0 bohr
isolated ionization energy I = 0.02000 hartree
temperature = 300.0 K
thermal energy kT = 0.000950 hartree
energy scale E0 = 0.004000 hartree
estimated field F0 = 4.00000e-05 a.u.
estimated field F0 = 2.0569e+07 V/m
exact-criterion field ratio Fc/F0 = 1.05901
exact-criterion field Fc = 4.23606e-05 a.u.
exact-criterion field Fc = 2.1783e+07 V/m
saddle position/a at Fc = 0.38197
F/F0 at exponent -0.05 = 0.1930
F/F0 at exponent -0.45 = 4.7449
F/F0 where outer and inner passes match = 0.4149
low-field quadratic coefficient = -0.06246
high-field correction coefficient = 0.12563
smallest gap of limiting laws/E0 = 0.25000
model orbital length = 5.0000 bohr
neighbour level shift = -0.001000 hartree
polarization bound = 6.250e-06 hartree
activation at zero field = 0.017000 hartree
activation at F0 = 0.4146 eV
lowering from zero field to F0 = 0.001763 hartree
forward rate ratio, F0 to zero field = 6.398
eFa/kT at F0 = 4.2103
net/forward hop factor at 0.1 F0 = 0.3436
activation energies in hartree: exact, Poole, Poole-Frenkel
F/F0=0.10: 0.016802, 0.016800, 0.018735
F/F0=0.25: 0.016516, 0.016500, 0.018000
F/F0=1.00: 0.015237, 0.015000, 0.016000
F/F0=4.00: 0.011678, 0.009000, 0.012000
saddle/a; thermal exponent; tunnel exponent; T_cross in K
F/F0=0.10: 0.4875; 17.686; 30.013; 90.1
F/F0=0.25: 0.4690; 17.384; 29.666; 90.9
F/F0=1.00: 0.3874; 16.038; 27.866; 104.3
F/F0=4.00: 0.2376; 12.292; 19.446; 197.0
```
